**Permittivity from dipole fluctuations in a wide slab**

For rigid dipoles in vacuum, the program tests `G_normal = 1 - 1/k` and `G_inplane = k - 1`, where `G_a = Var(M_a)/(eps0 V kB T)`. Here `M` is the total dipole moment, `V` the slab volume, `T` the temperature and `k` the static relative permittivity. Monte Carlo runs assert that slab fluctuations, the slab's response to a weak field and the permittivity of a periodic bulk lattice agree within four combined standard errors plus a 2% allowance. The two slab routes give k = 1.831 ± 0.005 (in-plane) and 1.839 ± 0.015 (normal), against 1.830 ± 0.004 for the bulk. Layer-by-layer solutions for harmonic dipoles assert the Clausius–Mossotti limit, the 1/thickness decay of surface errors and the generalized laws `1/e_inf - 1/k` and `k - e_inf`, where `e_inf` is the electronic permittivity. An isolated block tests the finite-width correction to within 3%. The output also sizes saturation, quantum rotation, temperature and frozen dipoles for a model of moisture in a low-k film.

## Numerical check

```python
"""Dipole fluctuations of a wide slab of rigid dipoles in vacuum.

Result under test, with G_a = Var(M_a) / (eps0 V kB T):
    normal component    G = 1 - 1/k
    in-plane component  G = k - 1   (zero macroscopic in-plane field)
M: total dipole moment, V: slab volume, k: static relative permittivity.
Rigid dipoles on a cubic lattice are sampled by Monte Carlo. Lengths in the
lattice code are in lattice spacings; coupling = mu^2/(4 pi eps0 a^3 kB T).
Soft dipoles are harmonic ones with the same free thermal variance mu^2/3.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import toeplitz

PI = np.pi


def plane_tensor(shift, period, reach):
    """Dipole field tensor of a square array of images, with far-field tail."""
    steps = np.arange(-reach, reach + 1) * float(period)
    x, y = np.meshgrid(shift[0] + steps, shift[1] + steps, indexing="ij")
    r = np.stack([x, y, np.full_like(x, shift[2])]).reshape(3, -1)
    r = r[:, (r**2).sum(axis=0) > 1e-9]
    dist = np.sqrt((r**2).sum(axis=0))
    near = 3 * (r / dist**5) @ r.T - np.eye(3) * (dist**-3).sum()
    half_width = (reach + 0.5) * period
    tail = 2 * np.sqrt(2) / (half_width * period**2)
    return near + tail * np.diag([1.0, 1.0, -2.0])


def lattice_tensor(side, layers, bulk):
    """Interaction matrix; bulk adds normal images at zero macroscopic field."""
    table = np.zeros((side, side, 2 * layers - 1, 3, 3))
    copies = range(-2, 3) if bulk else [0]
    for i in range(side):
        for j in range(side):
            dx = (i + side // 2) % side - side // 2
            dy = (j + side // 2) % side - side // 2
            for dz in range(-layers + 1, layers):
                for c in copies:
                    table[i, j, dz + layers - 1] += plane_tensor(
                        (dx, dy, dz + c * layers), side, 30)
    if bulk:
        table[..., 2, 2] += 4 * PI / (side**2 * layers)
    site = np.array([(i, j, m) for i in range(side) for j in range(side)
                     for m in range(layers)])
    d = site[:, None, :] - site[None, :, :]
    full = table[d[..., 0] % side, d[..., 1] % side, d[..., 2] + layers - 1]
    return full.transpose(0, 2, 1, 3).reshape(3 * len(site), 3 * len(site))


def sample(tensor, coupling, bias, seed, replicas=600, warm=8, sweeps=42):
    """Rigid unit dipoles; returns replica means of total moment and square."""
    rng = np.random.default_rng(seed)
    count = tensor.shape[0] // 3
    spins = rng.normal(size=(count, 3, replicas))
    spins /= np.sqrt((spins**2).sum(axis=1, keepdims=True))
    flat = spins.reshape(3 * count, replicas)
    kernel = coupling * tensor
    bias = np.asarray(bias, float)[:, None]
    first = np.zeros((3, replicas))
    second = np.zeros((3, replicas))
    for sweep in range(warm + sweeps):
        for i in range(count):
            rows = slice(3 * i, 3 * i + 3)
            own = kernel[rows, rows]
            old = flat[rows].copy()
            field = kernel[rows] @ flat - own @ old + bias
            size = np.sqrt((field**2).sum(axis=0))
            axis = field / size
            u = rng.random(replicas)
            cosine = 1 + np.log(u + (1 - u) * np.exp(-2 * size)) / size
            across = rng.normal(size=(3, replicas))
            across -= axis * (across * axis).sum(axis=0)
            across /= np.sqrt((across**2).sum(axis=0))
            new = axis * cosine + across * np.sqrt(
                np.maximum(0.0, 1 - cosine**2))
            # a dipole also interacts with its own periodic images
            gain = 0.5 * ((new * (own @ new)).sum(axis=0)
                          - (old * (own @ old)).sum(axis=0))
            accept = rng.random(replicas) < np.exp(gain)
            flat[rows] = np.where(accept, new, old)
        if sweep >= warm:
            total = flat.reshape(count, 3, replicas).sum(axis=0)
            first += total / sweeps
            second += total**2 / sweeps
    return first, second


def mean_error(values):
    return values.mean(), values.std(ddof=1) / np.sqrt(values.size)


def clausius_mossotti(y):
    return (1 + 2 * y) / (1 - y)


# ---- example parameters -------------------------------------------------
moment = 0.0385          # e nm
spacing = 0.80           # nm
temperature = 300.0      # K
thickness, width = 100.0, 10000.0   # nm
kT = const.k * temperature / const.e                       # eV
coulomb = const.e / (4 * PI * const.epsilon_0) * 1e9       # eV nm
coupling = moment**2 * coulomb / (spacing**3 * kT)
soft = coupling / 3
y_orient = 4 * PI * soft / 3
k_lorentz = clausius_mossotti(y_orient)

# ---- rigid dipoles: slab, slab in a field, bulk -------------------------
side = layers = 5
count = side**2 * layers
slab = lattice_tensor(side, layers, False)
bulk = lattice_tensor(side, layers, True)
uniform = bulk.reshape(count, 3, count, 3).sum(axis=2)[0]
assert np.allclose(uniform, np.eye(3) * 4 * PI / 3, atol=0.01)
scale = 4 * PI * coupling / count
_, square = sample(slab, coupling, (0, 0, 0), 11)
G_in, err_in = mean_error(scale * (square[0] + square[1]) / 2)
G_norm, err_norm = mean_error(scale * square[2])
push = 0.2               # mu E0 / kB T along x and along z
drift, _ = sample(slab, coupling, (push, 0, push), 12)
R_in, err_rin = mean_error(scale * drift[0] / push)
R_norm, err_rnorm = mean_error(scale * drift[2] / push)
_, square = sample(bulk, coupling, (0, 0, 0), 13)
chi, err_chi = mean_error(scale * square.mean(axis=0))
k_bulk = 1 + chi
k_in, k_norm = 1 + G_in, 1 / (1 - G_norm)


def agree(a, b, *errors):
    # four standard errors, plus 2 % for surface layers and weak saturation
    return abs(a - b) < 4 * np.sqrt(sum(e * e for e in errors)) + 0.02 * abs(b)


assert agree(G_in, k_bulk - 1, err_in, err_chi)
assert agree(G_norm, 1 - 1 / k_bulk, err_norm, err_chi / k_bulk**2)
assert agree(R_in, G_in, err_rin, err_in)
assert agree(R_norm, G_norm, err_rnorm, err_norm)
assert agree(R_in, k_bulk - 1, err_rin, err_chi)
assert agree(R_norm, 1 - 1 / k_bulk, err_rnorm, err_chi / k_bulk**2)

# ---- soft dipoles layer by layer, with electronic polarizability --------
planes = np.array([np.diag(plane_tensor((0, 0, m), 1, 200)) for m in range(5)])
lorentz_sum = planes[0] + 2 * planes[1:].sum(axis=0)
assert np.allclose(lorentz_sum, [4 * PI / 3, 4 * PI / 3, -8 * PI / 3],
                   atol=2e-3)


def layered(number, electronic, axis):
    """G of the total moment, including moments induced by the soft dipoles."""
    column = np.zeros(number)
    m = min(5, number)
    column[:m] = planes[:m, axis]
    inter = toeplitz(column)
    one = np.eye(number)
    screen = np.linalg.inv(one - electronic * inter)
    cov = np.linalg.inv(one / soft - inter @ screen)
    return 4 * PI * (screen @ cov @ screen.T).sum() / number


e_inf = 2.0
y_el = (e_inf - 1) / (e_inf + 2)
alpha = 3 * y_el / (4 * PI)
k_pol = clausius_mossotti(y_orient + y_el)
many = 400
soft_in, soft_norm = layered(many, 0.0, 0), layered(many, 0.0, 2)
pol_in, pol_norm = layered(many, alpha, 0), layered(many, alpha, 2)
assert abs(soft_in / (k_lorentz - 1) - 1) < 5e-3
assert abs(soft_norm / (1 - 1 / k_lorentz) - 1) < 5e-3
assert abs(pol_in / (k_pol - e_inf) - 1) < 5e-3
assert abs(pol_norm / (1 / e_inf - 1 / k_pol) - 1) < 5e-3
surface = {}
for axis, target in ((0, k_lorentz - 1), (2, 1 - 1 / k_lorentz)):
    surface[axis] = [layered(n, 0.0, axis) / target - 1 for n in (5, 10, 20)]
    assert abs(surface[axis][1] / surface[axis][2] - 2) < 0.1


# ---- finite width -------------------------------------------------------
def edge_factor(length, depth):
    """In-plane depolarization factor of a uniformly polarized square block."""
    def faces(gap):
        def strip(u):
            c = np.hypot(u, gap)
            return (length - u) * (depth * np.arcsinh(depth / c)
                                   - np.hypot(depth, c) + c)
        cut = min(depth, length / 2)
        return 4 * (quad(strip, 0, cut, limit=200)[0]
                    + quad(strip, cut, length, limit=200)[0])
    return (faces(0.0) - faces(length)) / (2 * PI * length**2 * depth)


assert abs(edge_factor(1.0, 1.0) - 1 / 3) < 1e-6
block_side, block_layers = 12, 4
pos = np.array([(i, j, m) for i in range(block_side)
                for j in range(block_side) for m in range(block_layers)], float)
sep = pos[:, None, :] - pos[None, :, :]
dist = np.sqrt((sep**2).sum(axis=2))
np.fill_diagonal(dist, np.inf)
pair = (3 * sep[..., :, None] * sep[..., None, :] / dist[..., None, None]**5
        - np.eye(3) / dist[..., None, None]**3)
size3 = 3 * len(pos)
pair = pair.transpose(0, 2, 1, 3).reshape(size3, size3)
along = np.tile([1.0, 0.0, 0.0], len(pos))
G_block = 4 * PI / len(pos) * along @ np.linalg.solve(
    np.eye(size3) / soft - pair, along)
G_wide = layered(block_layers, 0.0, 0)
N_block = edge_factor(block_side, block_layers)
G_edge = G_wide / (1 + N_block * G_wide)
# 3 %: polarization near edges is not uniform and the block is a few sites thick
assert abs(G_block / G_edge - 1) < 0.03
assert G_block < 0.95 * G_wide
N_pad = edge_factor(width, thickness)
pad_loss = 1 - 1 / (1 + N_pad * chi)

# ---- saturation and quantum rotation ------------------------------------
field = 0.1              # V/nm, equal to 1 MV/cm
x_local = moment * field * (k_bulk + 2) / 3 / kT
saturation = 1 - 3 * (1 / np.tanh(x_local) - 1 / x_local) / x_local
rotor = 1.9e-3           # eV, rotational constant of a linear rotor


def log_partition(drive):
    total = 0.0
    for m in range(26):
        J = np.arange(m, 31)
        low = J[:-1]
        cosine = np.sqrt(((low + 1)**2 - m * m)
                         / ((2 * low + 1.0) * (2 * low + 3)))
        H = (np.diag(rotor * J * (J + 1.0)) - drive * kT
             * (np.diag(cosine, 1) + np.diag(cosine, -1)))
        total += (1 if m == 0 else 2) * np.exp(
            -np.linalg.eigvalsh(H) / kT).sum()
    return np.log(total)


step = 0.05
curvature = 2 * (log_partition(step) - log_partition(0.0)) / step**2
quantum_ratio = 3 * curvature
# only the ground level contributes to the net weak-field response
assert abs(quantum_ratio - kT / (rotor * np.exp(log_partition(0.0)))) < 1e-3

# ---- pad fluctuations and other estimates -------------------------------
volume = width**2 * thickness * 1e-27                     # m^3
unit = np.sqrt(const.epsilon_0 * const.k * temperature / volume) * 100
rms_norm = unit * np.sqrt(1 - 1 / k_bulk)
rms_in = unit * np.sqrt(chi)
k_hot = clausius_mossotti(y_orient * temperature / 400.0)
k_half = clausius_mossotti(y_orient / 2)

print(f"dipole moment: {moment:.4f} e nm")
print(f"lattice spacing: {spacing:.2f} nm")
print(f"dipole density: {spacing**-3:.3f} nm^-3")
print(f"temperature: {temperature:.0f} K; kB T: {kT:.5f} eV")
print(f"dipolar coupling: {coupling:.4f} (no unit)")
print(f"Monte Carlo cell: {side} x {side} x {layers} dipoles")
print(f"slab in-plane G: {G_in:.4f} +- {err_in:.4f}")
print(f"slab normal G: {G_norm:.4f} +- {err_norm:.4f}")
print(f"k from in-plane G: {k_in:.3f} +- {err_in:.3f}")
print(f"k from normal G: {k_norm:.3f} +- {k_norm**2 * err_norm:.3f}")
print(f"k of periodic bulk: {k_bulk:.3f} +- {err_chi:.3f}")
print(f"bulk k - 1: {chi:.4f}; bulk 1 - 1/k: {1 - 1 / k_bulk:.4f}")
print(f"applied field, mu E0/kB T per axis: {push:.2f}")
print(f"in-plane response P/(eps0 E0): {R_in:.4f} +- {err_rin:.4f}")
print(f"normal response P/(eps0 E0): {R_norm:.4f} +- {err_rnorm:.4f}")
print(f"Clausius-Mossotti k, soft dipoles: {k_lorentz:.4f}")
print(f"soft slab, {many} layers: in-plane G {soft_in:.4f}, "
      f"normal G {soft_norm:.4f}")
for axis, name in ((0, "in-plane"), (2, "normal")):
    e = [100 * v for v in surface[axis]]
    print(f"surface error {name}, 5/10/20 layers: "
          f"{e[0]:.3f} / {e[1]:.3f} / {e[2]:.3f} %")
print(f"skeleton e_inf: {e_inf:.2f}; total k with it: {k_pol:.3f}")
print(f"polarizable slab in-plane G: {pol_in:.4f}; "
      f"k - e_inf: {k_pol - e_inf:.4f}")
print(f"polarizable slab normal G: {pol_norm:.4f}; "
      f"1/e_inf - 1/k: {1 / e_inf - 1 / k_pol:.4f}")
print(f"false k from rigid formula, in-plane: {1 + pol_in:.3f}")
print(f"false k from rigid formula, normal: {1 / (1 - pol_norm):.3f}")
print(f"isolated block: {block_side} x {block_side} x {block_layers} dipoles")
print(f"block edge factor N: {N_block:.4f}")
print(f"block in-plane G: {G_block:.4f}; edge formula: {G_edge:.4f}; "
      f"infinitely wide: {G_wide:.4f}")
print(f"pad thickness: {thickness:.0f} nm; pad width: {width:.0f} nm")
print(f"pad edge factor N: {N_pad:.5f}")
print(f"pad in-plane G lowered by: {100 * pad_loss:.2f} %")
print(f"pad rms normal polarization: {rms_norm:.3e} uC/cm2")
print(f"pad rms in-plane polarization: {rms_in:.3e} uC/cm2")
print(f"macroscopic field for saturation: {field * 10:.1f} MV/cm")
print(f"local mu E/kB T: {x_local:.4f}; "
      f"response lowered by: {100 * saturation:.3f} %")
print(f"rotor constant: {rotor * 1000:.2f} meV")
print(f"quantum response / classical variance formula: {quantum_ratio:.4f}")
print(f"Clausius-Mossotti k at 400 K: {k_hot:.3f}")
print(f"Clausius-Mossotti k, half the dipoles frozen: {k_half:.3f}")
print("no test failed")
```

It prints:

```
dipole moment: 0.0385 e nm
lattice spacing: 0.80 nm
dipole density: 1.953 nm^-3
temperature: 300 K; kB T: 0.02585 eV
dipolar coupling: 0.1613 (no unit)
Monte Carlo cell: 5 x 5 x 5 dipoles
slab in-plane G: 0.8307 +- 0.0053
slab normal G: 0.4563 +- 0.0043
k from in-plane G: 1.831 +- 0.005
k from normal G: 1.839 +- 0.015
k of periodic bulk: 1.830 +- 0.004
bulk k - 1: 0.8304; bulk 1 - 1/k: 0.4537
applied field, mu E0/kB T per axis: 0.20
in-plane response P/(eps0 E0): 0.8236 +- 0.0042
normal response P/(eps0 E0): 0.4496 +- 0.0023
Clausius-Mossotti k, soft dipoles: 1.8717
soft slab, 400 layers: in-plane G 0.8718, normal G 0.4657
surface error in-plane, 5/10/20 layers: 0.461 / 0.231 / 0.115 %
surface error normal, 5/10/20 layers: -0.481 / -0.241 / -0.120 %
skeleton e_inf: 2.00; total k with it: 3.716
polarizable slab in-plane G: 1.7164; k - e_inf: 1.7159
polarizable slab normal G: 0.2309; 1/e_inf - 1/k: 0.2309
false k from rigid formula, in-plane: 2.716
false k from rigid formula, normal: 1.300
isolated block: 12 x 12 x 4 dipoles
block edge factor N: 0.2053
block in-plane G: 0.7486; edge formula: 0.7430; infinitely wide: 0.8768
pad thickness: 100 nm; pad width: 10000 nm
pad edge factor N: 0.01698
pad in-plane G lowered by: 1.39 %
pad rms normal polarization: 4.079e-06 uC/cm2
pad rms in-plane polarization: 5.519e-06 uC/cm2
macroscopic field for saturation: 1.0 MV/cm
local mu E/kB T: 0.1901; response lowered by: 0.240 %
rotor constant: 1.90 meV
quantum response / classical variance formula: 0.9757
Clausius-Mossotti k at 400 K: 1.610
Clausius-Mossotti k, half the dipoles frozen: 1.381
no test failed
```
